# Linear temperature profile and Fourier conduction in the Kipnis–Marchioro–Presutti chain

**Q.** You say that a chain whose sites swap energy at random conducts heat as Fourier's law requires. What are the rules?

**A.** Sites $i=1,\dots,N$, with $N\ge2$, hold energies $x_i\ge0$. Each bond between neighbours is struck at random times with constant rate $\gamma$. When bond $(i,i+1)$ is struck, its energy $s=x_i+x_{i+1}$ is dealt out afresh:
$$x_i\to ps,\qquad x_{i+1}\to(1-p)s,\qquad p\ \text{uniform on }[0,1].$$
At rate $\lambda_L$ the left bath replaces $x_1$ by a random energy with exponential law of mean $\theta_L$. The right bath does the same to $x_N$ with $\lambda_R$ and $\theta_R$. All rates are positive, and $\theta=k_BT$.

The rule has a mechanical reading. A classical harmonic oscillator has a constant density of states in energy. Two oscillators with fixed total energy $s$ therefore have all divisions of $s$ equally likely, and one oscillator at temperature $T$ has an exponential energy law of mean $k_BT$.

**Q.** Equations for averages can involve higher averages. Why not here?

**A.** Because the strike rate does not depend on the energies, and the new energies are proportional to $s$. The mean share is one half, so, given the energies before the event, the mean energy passed from $i$ to $i+1$ is
$$x_i-\tfrac12(x_i+x_{i+1})=\tfrac12(x_i-x_{i+1}).$$
The mean current is thus $\tfrac{\gamma}{2}(\langle x_i\rangle-\langle x_{i+1}\rangle)$, linear in the energies. Subtracting the outflow of an inner site from its inflow gives a closed equation,
$$\frac{d\langle x_i\rangle}{dt}=\frac{\gamma}{2}\big(\langle x_{i-1}\rangle-2\langle x_i\rangle+\langle x_{i+1}\rangle\big).$$
This is a lattice heat equation. With site spacing $a$, its diffusivity is $D=\gamma a^2/2$.

In the steady state write $\theta_i=\langle x_i\rangle$. No site gains energy on average, so one current $J$, counted positive to the right, crosses every link:
$$J=\lambda_L(\theta_L-\theta_1)=\tfrac{\gamma}{2}(\theta_i-\theta_{i+1})=\lambda_R(\theta_N-\theta_R).$$
The drops are $J/\lambda_L$, then $N-1$ drops of $2J/\gamma$, then $J/\lambda_R$. With $\ell_{L,R}=\gamma/(2\lambda_{L,R})$ they add up to
$$\theta_L-\theta_R=\frac{2J}{\gamma}W,\qquad W=N-1+\ell_L+\ell_R .$$
Let $g=(\theta_R-\theta_L)/W$ be the change of mean energy per site. Then
$$\boxed{\;\theta_i=\theta_L+g\,(i-1+\ell_L),\qquad J=-\frac{\gamma g}{2}=\frac{\gamma(\theta_L-\theta_R)}{2W}\;}$$
The line is exact for every $N\ge2$, not a large-$N$ limit.

**Q.** But the end sites do not sit at the bath temperatures.

**A.** They do not. The line reaches the bath values at distances $\ell_L$ and $\ell_R$, in spacings, outside the end sites. A slow bath has a large $\ell$ and a large jump. At fixed $N$ and $\lambda\to0$ the current is set by the contacts. At fixed $\lambda$ and large $N$, $W/N\to1$ and $J\propto1/N$. The ratio of current to the gradient inside the chain does not depend on $N$ or on the contacts. In terms of $T$ it is
$$\frac{J}{-k_B^{-1}g/a}=\frac{k_B\gamma a}{2},$$
the conductivity of one chain, in W m/K.

**Q.** You used only the mean share. If each bond always split its energy in halves, you would get the same line. What does the randomness do?

**A.** It makes $\theta_i$ a temperature. Splitting in halves gives the same mean equations but the wrong fluctuations. Take both baths at mean 1, $N=12$ and $\lambda_L=\lambda_R=\gamma$. An exponential law of mean 1 has $\langle x^2\rangle=2$. At site 7 uniform sharing gives 2.0000, while halving gives 1.0193: the energy there hardly fluctuates. To call the profile a temperature profile, I must show that with unequal baths the local law becomes exponential in a long chain.

**Q.** That needs all moments. How can you control them?

**A.** With a second process that runs on whole numbers. Put $n_i$ particles on site $i$ and define
$$D(n,x)=\prod_i\frac{x_i^{n_i}}{n_i!}.$$
Suppose a bond carries $a$ and $b$ particles, $m=a+b$ (here $a$ is a number, not the spacing). Since $\int_0^1p^a(1-p)^b\,dp=a!\,b!/(m+1)!$, averaging over $p$ turns its factor into
$$\frac{s^m}{a!\,b!}\,\frac{a!\,b!}{(m+1)!}=\frac{s^m}{(m+1)!}=\frac1{m+1}\sum_{k=0}^m\frac{x_i^k}{k!}\frac{x_{i+1}^{m-k}}{(m-k)!},$$
where the last step is the binomial theorem. The right side says: redistribute the $m$ particles so that all $m+1$ occupations are equally likely. At the left end, an exponential energy has $\langle x_1^a\rangle=a!\,\theta_L^a$, so the factor becomes $\theta_L^a$: all particles on site 1 are absorbed, each leaving a factor $\theta_L$. The right end works alike.

There are finitely many particle configurations, and absorption can be reached from each, so all particles are eventually absorbed. The average of $D$ therefore tends, from any initial energies, to
$$V(n)=\big\langle\theta_L^{\#\text{left}}\,\theta_R^{\#\text{right}}\big\rangle\le M^{|n|},\qquad M=\max(\theta_L,\theta_R),$$
with $|n|$ the total number of particles. Moments bounded by $\prod n_i!\,M^{|n|}$ grow slowly enough to fix the law. Hence energies started from any fixed values approach one limiting law. Averaging over the starting values shows that any steady law equals it.

**Q.** If the particles moved independently, $V$ would be a product of the $\theta_i$. But they move together when they meet.

**A.** So I bound the time they spend in contact, meaning on the same site or on neighbouring sites. For two particles at $i\le j$ define
$$u_i=i-1+\ell_L,\quad w_j=N-j+\ell_R,\quad u_i+w_i=W,\quad q=Ku_iw_j .$$
Let $\mathcal L$ be the mean rate of change under the particle rules. For particles at least two sites apart $\mathcal Lq=0$: each factor is linear, and $\lambda_Lu_1=\lambda_Rw_N=\gamma/2$ makes absorption act like a step to a point where $q$ vanishes.

For contact, write $u=u_i$ and $w=w_i$. Two particles on a struck bond go to $(i,i)$, $(i,i+1)$ or $(i+1,i+1)$ with probability $1/3$ each. The mean of $q/K$ is then
$$\tfrac13\big[uw+u(w-1)+(u+1)(w-1)\big]=uw+\tfrac13(w-2u-1).$$
From $(i,i)$ the right bond thus changes $q/K$ by $(w-2u-1)/3$ and the left bond, by symmetry, by $(u-2w-1)/3$. Therefore
$$\mathcal Lq=-\frac{\gamma K(W+2)}{3}\quad\text{on one site.}$$
From $(i,i+1)$, where $q/K=u(w-1)$, the shared bond gives $(w-2u-1)/3+u=(W-1)/3$. The outer bonds give $-(w-1)/2$ and $-u/2$, in sum $-(W-1)/2$. Therefore
$$\mathcal Lq=-\frac{\gamma K(W-1)}{6}\quad\text{on neighbouring sites.}$$
At the corner $(1,1)$ the left bond is replaced by absorption, which gives $-\gamma K\ell_Lw/(2\ell_L)=-\gamma Kw/2$. The total is $-\gamma K(W+3\ell_L+2)/6$, and likewise on the right.

Choose $K=6/(W-1)$. Then $\mathcal Lq\le-\gamma$ during contact and $\mathcal Lq=0$ otherwise. As $q$ cannot fall below zero, the expected contact time is at most $q/\gamma$. Moreover $u_iw_j\le u_iw_i\le W^2/4$, so this time grows no faster than $N/\gamma$.

**Q.** And with more than two particles?

**A.** Sum $q$ over all pairs. If $k$ of $m$ particles land on one side of a bond, with $k$ uniform, then $\langle k\rangle=m/2$ and $\langle k^2\rangle=m(2m+1)/6$, so
$$\Big\langle\binom k2\Big\rangle=\langle k(m-k)\rangle=\frac{m(m-1)}6=\frac13\binom m2 .$$
The third possibility, both on the other side, has the same mean by symmetry. On average the pairs inside a larger group are thus spread as a lone pair is, and the pair bound can be summed.

**Q.** You still have to show that contact is the only source of error, and a small one.

**A.** Compare $V$ with $h=\prod_i\theta_i^{n_i}$, absorbed particles keeping their bath factors. Let $\partial_ih=n_ih/\theta_i$. For independent particles the changes would be $\tfrac{\gamma g}2(\partial_ih-\partial_{i+1}h)$ from each bond, $-\tfrac{\gamma g}2\partial_1h$ from the left end and $+\tfrac{\gamma g}2\partial_Nh$ from the right end. They sum to zero because the profile is linear, so I may subtract them. With $\theta=\theta_i$ and $\theta'=\theta+g$, a bond then contributes $\gamma$ times the factors of the other sites times
$$B=\frac1{m+1}\sum_{k=0}^m\theta^k\theta'^{\,m-k}-\theta^a\theta'^{\,b}-\frac g2\big(a\theta^{a-1}\theta'^{\,b}-b\theta^a\theta'^{\,b-1}\big).$$
For $m\le1$, $B=0$ by inspection. For $m\ge2$ the terms of order zero cancel, and the coefficient of $g\theta^{m-1}$ is $m/2-b-(a-b)/2=0$. What remains is of order $g^2$. By Taylor's theorem the first two terms leave at most $\binom m2g^2M^{m-2}$ each. The last leaves at most $\tfrac12g^2M^{m-2}[ab+b(b-1)]$, which is no larger. So
$$|B|\le3\binom m2g^2M^{m-2}.$$
At an end, the remainder for $a$ absorbed particles is at most $\lambda\binom a2(g\ell)^2M^{a-2}=\tfrac12\gamma\ell g^2\binom a2M^{a-2}$. A pair on one site is counted in at most two bonds. Hence, with $\ell_{\max}$ the larger of $\ell_L,\ell_R$,
$$|\mathcal Lh|\le\gamma g^2M^{|n|-2}\Big(6+\frac{\ell_{\max}}2\Big)\times(\text{pairs in contact}).$$
At absorption $h$ and $V$ agree. The difference at the start is therefore at most the expected time integral of this bound:
$$|V-h|\le g^2M^{|n|-2}\Big(6+\frac{\ell_{\max}}2\Big)\sum_{\text{pairs}}q\le\binom{|n|}2M^{|n|-2}\Big(6+\frac{\ell_{\max}}2\Big)\frac{3(\theta_R-\theta_L)^2}{2(W-1)} .$$
The last step used $g^2W^2=(\theta_R-\theta_L)^2$. At fixed baths, contacts and $|n|$ the error is $O(1/N)$. The limiting moments $n_i!\,\theta_i^{n_i}$ are those of independent exponential energies. This is local equilibrium, and $\theta_i/k_B$ is a temperature in the full statistical sense.

**Q.** Does the $1/N$ show up in actual numbers?

**A.** For baths of mean 2 and 1 and $\lambda_L=\lambda_R=\gamma$, I solved the absorption problem for all sets of three particles. The largest $|V-h|$ is 0.158, 0.076 and 0.037 for $N=8$, 16 and 32. Multiplied by $W$ these are 1.26, 1.22 and 1.19, nearly constant.

A direct simulation with $N=5$, $\gamma=\lambda_L=1$, $\lambda_R=0.5$ and the same baths tests the rest. Here $W=4+0.5+1=5.5$, so $J=1/11=0.0909$. The simulated current is 0.0909, and the five mean energies lie within 0.004 of the line. The third moment $\langle x_3^3\rangle/6$ is 3.960 against 3.934 from the particles. All these differences are within five standard errors.

**Q.** Are distant sites then independent at large $N$?

**A.** Any fixed set of sites is, in the limit. But the covariances, though of order $1/N$, extend over the whole chain. Two particles give them. Put $V=\theta_i\theta_j+c_{ij}$, where $V=\langle x_i^2\rangle/2$ for $i=j$. The product $\theta_i\theta_j$ alone fails to be steady. On one site the two bonds give $(g\theta_i+g^2/3)+(-g\theta_i+g^2/3)=2g^2/3$, in units of $\gamma$. On neighbouring sites the shared bond gives $g^2/3$ and the outer bonds give $-g\theta_{i+1}/2+g\theta_i/2=-g^2/2$, in sum $-g^2/6$.

Try $c_{ij}=Ku_iw_j$ for $i<j$ and $c_{ii}=Ku_iw_i+\delta$, with a new $K$. The extra $\delta$ contributes $-2\delta/3$ on one site and $+2\delta/3$ on neighbours. Using the results for $u_iw_j$ above, the steady conditions are
$$-\frac{K(W+2)}3-\frac{2\delta}3=-\frac{2g^2}3,\qquad-\frac{K(W-1)}6+\frac{2\delta}3=\frac{g^2}6 .$$
Their sum is $-K(W+1)/2=-g^2/2$, so
$$K=\frac{g^2}{W+1},\qquad\delta=g^2-\frac{K(W+2)}2=\frac{g^2W}{2(W+1)} .$$

**Q.** Do the ends agree with that?

**A.** Only the corners $(1,1)$ and $(N,N)$ can disagree. At $(1,1)$, with $\ell=\ell_L$ and $w=W-\ell$, absorption supplies
$$\frac{\theta_L^2-\theta_1^2-c_{11}}{2\ell}=-g\theta_1+\frac{g^2\ell}2-\frac{Kw}2-\frac\delta{2\ell},$$
whereas the missing left bond would have supplied $-g\theta_1+g^2/3+K(\ell-2w-1)/3-\delta/3$. Inserting $K$ and $\delta$, the terms without $W$ cancel in the difference, which leaves
$$\frac{g^2W}{W+1}\Big(\frac\ell2-\frac1{4\ell}\Big)=\frac{g^2W}{W+1}\,\frac{\ell^2-\frac12}{2\ell} .$$
Times $\gamma$, this is $\lambda_L(\ell^2-\tfrac12)g^2W/(W+1)$. The error it causes is its value times the expected time at the corner. But $\lambda_L$ times that time, plus the same for the right corner, is the probability that both particles are absorbed in one event, at most 1. Thus for $i<j$
$$\mathrm{Cov}(x_i,x_j)=\frac{g^2u_iw_j}{W+1}+e,\qquad|e|\le g^2\max\big|\ell_{L,R}^2-\tfrac12\big| .$$
For contacts with $\ell_L^2=\ell_R^2=\tfrac12$ the formula is exact.

At large $N$, with positions $\xi<\eta$ as fractions of the length, the covariance tends to $(\theta_R-\theta_L)^2\xi(1-\eta)/N$. There are order $N^2$ pairs, so their sum matters. Since $2\int_0^1d\eta\int_0^\eta\xi(1-\eta)\,d\xi=1/12$, they add $N(\theta_R-\theta_L)^2/12$ to the variance of the total energy, the same order in $N$ as the local part. Local equilibrium thus does not make global fluctuations those of independent sites.

**Q.** Give me a case in watts and kelvin.

**A.** Take a 10 nm film with an atomic spacing and a conductivity close to those of silica glass near room temperature: $a=0.25$ nm, $N=40$, $\gamma=16\ \mathrm{ps^{-1}}$, baths at 310 K and 290 K. Each atom has three vibration directions, treated as three independent chains per column of cross-section $a^2$. Sideways exchange between equivalent columns would leave the mean profile unchanged, because their mean energies are equal.

For $\lambda_L=\lambda_R=\gamma$, $\ell=1/2$ and $W=39+\tfrac12+\tfrac12=40$. The temperature falls by $20/40=0.5$ K per site, from 309.75 K at site 1 to 290.25 K at site 40. One chain carries
$$P=\frac{\gamma k_B\Delta T}{2W}=\frac{(16\times10^{12}\,\mathrm{s^{-1}})(1.381\times10^{-23}\,\mathrm{J/K})(20\,\mathrm K)}{80}=55.2\ \mathrm{pW}.$$
The heat flux is $3P/a^2=2.65\ \mathrm{GW/m^2}$. Division by the gradient $\Delta T/(Wa)$ gives
$$\kappa=\frac{3k_B\gamma}{2a}=1.33\ \mathrm{W/(m\,K)},\qquad D=\frac{\gamma a^2}2=0.50\ \mathrm{mm^2/s}.$$

For an isolated chain, the covariance of sites 20 and 21 is $0.25\times19.5^2/41=2.32\ \mathrm{K^2}$ in units of $k_B^2$. That is $2.6\times10^{-5}$ of $T^2$, so a local measurement would hardly notice it.

**Q.** And with poor contacts?

**A.** Keep everything else fixed and set $\lambda_L=\lambda_R=\gamma/10$. Then $\ell=5$ and $W=49$. The end sites are at 307.96 K and 292.04 K, and the flux falls by the factor $40/49$ to $2.16\ \mathrm{GW/m^2}$. Someone who divides the flux by $\Delta T/(Na)$ finds an apparent conductivity of 1.08 W/(m K). With 400 sites the same reading gives 1.30. This length dependence comes from the contacts; the slope inside the film still gives 1.33.

**Q.** Silica glass has about that conductivity. Have you predicted it?

**A.** No. The measured value is roughly 1.4 W/(m K), and I chose $\gamma$ to land in that regime. The model derives the form of the law, not the rate. The gradient of 2 K/nm is also far steeper than in ordinary use of glass.

The most serious assumption that I can size is classical vibration. If each bond is struck twice per vibration period, $\omega=\pi\gamma$ and $\hbar\omega=33$ meV, above $k_BT=26$ meV at 300 K. Suppose the same exchange rule acts on the mean quantum energies of the oscillators. The flux then drops to 0.87 of the classical value. The profile becomes linear in energy rather than in temperature, which raises the mid-film temperature by 0.04 K, small beside the 20 K across the film.

These figures hold for a single vibration frequency. Silica glass also has many faster vibrations, and its measured heat capacity near room temperature is only about 0.6 of the classical $3k_B$ per atom. The classical chain therefore stores too much heat. With the conductivity matched, its diffusivity of 0.50 mm²/s falls below the roughly 0.85 mm²/s of the real glass.

Real glass also carries sound waves, which the model lacks. Waves below 1 THz with a speed of 4 km/s, both rough choices, would add about 2% to the flux, counting three polarizations, if they crossed the film unscattered; scattering lowers this. The figure grows as the cube of the cutoff, so a cutoff of 2 THz would make it about eight times larger. Far-field radiation, with refractive index 1.5, is about $10^{-7}$ of the flux.

**Q.** Which change of the rules would bend the line even in the classical model?

**A.** An exchange rate that grows with the energy on the bond. Let a bond be struck at rate $\gamma s/\theta_0$, with $\theta_0$ a fixed energy. The mean current becomes
$$\frac\gamma{2\theta_0}\big\langle(x_i+x_{i+1})(x_i-x_{i+1})\big\rangle=\frac\gamma{2\theta_0}\big(\langle x_i^2\rangle-\langle x_{i+1}^2\rangle\big).$$
Now $\langle x_i^2\rangle$ is linear along the chain. If the local law is still close to exponential, which I have not shown for this rule, then $\langle x_i^2\rangle\approx2\theta_i^2$. It is then $\theta_i^2$ that falls linearly, and the conductivity grows with temperature. Fourier's law could survive such a change; the straight temperature profile would not. The derivation of the exact straight line used a mean share of one half and a rate that is the same for every bond and every energy. These conditions are sufficient. In the example above the line bends because the rate changes with the overall energy scale, that is, with temperature. The numerical output below gives the computed values; the measured values for silica glass are rounded literature figures.

## Computed results

```
Simulation: N = 5, gamma = 1, lambda_L = 1, lambda_R = 0.5, baths 2 and 1
  simulated means: [1.911  1.7305 1.5473 1.3671 1.1835]
  straight line:   [1.9091 1.7273 1.5455 1.3636 1.1818]
  current, simulated / formula: 0.09093 / 0.09091
  <x_3^3>/6, simulated / dual: 3.9604 / 3.9342
Third moments, baths 2 and 1, lambda = gamma:
  N = 8: largest deviation 0.15783, times W 1.2626
  N = 16: largest deviation 0.07612, times W 1.2178
  N = 32: largest deviation 0.03715, times W 1.1887
Equal baths of mean 1, N = 12, site 7, <x^2>:
  uniform sharing 2.0000, sharing in halves 1.0193
Film example, inputs:
  spacing 0.25 nm, sites 40, thickness 10.0 nm
  exchange rate 16.0 1/ps, baths 310 K and 290 K
  chains per atomic column 3
Film example, contacts with lambda = gamma:
  effective length W 40.0 spacings
  step per site -0.5000 K
  T at sites 1, 20, 40: 309.75, 300.25, 290.25 K
  mean site energy at 300 K: 25.85 meV
  power per chain 55.23 pW
  heat flux 2.651 GW/m2
  diffusivity 0.500 mm2/s
  conductivity 1.325 W/(m K)
  covariance of sites 20 and 21, over k_B^2: 2.3183 K2
  same from formula 2.3186 K2, error bound 0.0625 K2
  covariance relative to T^2: 2.58e-05
Film example, slow contacts with lambda = gamma/10:
  T at sites 1 and 40: 307.96, 292.04 K
  heat flux 2.164 GW/m2
  apparent conductivity, 40 sites: 1.082 W/(m K)
  apparent conductivity, 400 sites: 1.296 W/(m K)
Neglected effects:
  vibration quantum 33.09 meV
  quantum / classical heat flux 0.8739
  shift of mid-film temperature by quantum freezing 0.0443 K
  sound inputs: speed 4.0 km/s, below 1.0 THz
  unscattered sound / model flux 0.0205
  far-field radiation (index 1.5) / model flux 1.04e-07
```
